# Why a Global Thermostat Misses the Heat of a Crystallizing Front: verification in Python

```python
"""Temperature error at a crystallizing front under a global thermostat.

Result under test: in half a periodic cell (length H, no flux at its ends),
with a front at s = u H moving at speed v, the front exceeds the mean by
    theta_f = (l v H / 3) * (u^3/k_c + (1-u)^3/k_a)
when heat diffusion is fast compared with front motion.
l: latent heat per volume; k_c, k_a: crystal and glass conductivities.
C: heat capacity per volume; rise = l/C: adiabatic temperature rise.
The formula is compared with a moving-source heat-equation solution. A
velocity-exchange model with Nose-Hoover friction tests the causal claim.
All quantities are SI unless a printed label says otherwise.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import k as k_B, e as charge


def march(speed, H, k_c, k_a, C, rise, T0, start=0.1, stop=0.9,
          local_rate=None, cells=400):
    """Implicit finite volumes; the front advances one cell per time step.

    Without local_rate the sink is global friction, proportional to T.
    With local_rate each cell relaxes separately towards T0.
    Returns front fractions, front excesses and full excess profiles.
    """
    dx = H / cells
    dt = dx / speed
    theta = np.zeros(cells)
    fractions, fronts, profiles = [], [], []
    global_rate = rise * speed / (H * T0)
    sink_rate = global_rate if local_rate is None else local_rate
    for i in range(int(start * cells), int(stop * cells)):
        face_k = np.full(cells - 1, k_a)
        face_k[:i] = k_c
        link = dt * face_k / (C * dx**2)
        matrix = np.zeros((3, cells))
        matrix[0, 1:] = -link
        matrix[2, :-1] = -link
        matrix[1] = 1 + dt * sink_rate
        matrix[1, :-1] += link
        matrix[1, 1:] += link
        rhs = theta.copy()
        rhs[i] += rise
        if local_rate is None:
            rhs -= dt * global_rate * T0
        theta = solve_banded((1, 1), matrix, rhs)
        fractions.append((i + 0.5) / cells)
        fronts.append(theta[i])
        profiles.append(theta.copy())
    return np.array(fractions), np.array(fronts), np.array(profiles)


def quasi_steady(u, speed, H, k_c, k_a, latent):
    return latent * speed * H / 3 * (u**3 / k_c + (1 - u)**3 / k_a)


def velocity_model(planes, samples, speed, rise, tau):
    """Explicit velocities, set temperature 1, one sweep per time unit.

    Random-sign 45-degree rotations mix velocities of neighbouring planes
    and conserve energy. A shared quantum then moves by +-1 plane per
    sweep, so the diffusivity is 1/2. One friction acts on all velocities.
    """
    rng = np.random.default_rng(12)
    vel = rng.standard_normal((planes, samples))
    vel /= np.sqrt(np.mean(vel**2))
    friction = 0.0
    means, bands = [], []
    first, last = planes // 8, planes - planes // 8
    for sweep in range(int((last - first) / speed)):
        j = int(first + speed * (sweep + 0.5))
        plane_T = np.mean(vel[j]**2)
        vel[j] *= np.sqrt(1 + rise * speed / plane_T)
        offset = sweep % 2
        end = planes - offset
        a = vel[offset:end:2].copy()
        b = vel[offset + 1:end:2].copy()
        if offset:
            a = a[:len(b)]
        sign = 2.0 * rng.integers(0, 2, size=a.shape, dtype=np.int8) - 1
        vel[offset:offset + 2 * len(a):2] = (a + sign * b) / np.sqrt(2)
        vel[offset + 1:offset + 1 + 2 * len(b):2] = (
            b - sign * a) / np.sqrt(2)
        vel *= np.exp(-friction)
        profile = np.einsum("ij,ij->i", vel, vel) / samples
        mean_T = profile.mean()
        friction += (mean_T - 1) / tau**2
        means.append(mean_T - 1)
        bands.append(profile[j - 3:j + 4].mean() - 1)
    return np.mean(means), np.mean(bands)


# Worked example: round, rough values for a fast phase-change simulation.
T0 = 700.0
v = 5.0
H = 20e-9
density = 33e27
latent_eV = 0.08
k_a, k_c = 0.25, 0.50
C = 3 * density * k_B
latent = latent_eV * charge * density
rise = latent / C
heat_flux = latent * v
D_a, D_c = k_a / C, k_c / C
peclet = v * H / D_a

# Low-speed limit of the moving-source solution against the formula.
slow_v = v / 50
u_slow, f_slow, _ = march(slow_v, H, k_c, k_a, C, rise, T0)
slow_error = 0.0
for target in (0.25, 0.50, 0.75):
    n = np.argmin(abs(u_slow - target))
    estimate = quasi_steady(u_slow[n], slow_v, H, k_c, k_a, latent)
    slow_error = max(slow_error, abs(f_slow[n] / estimate - 1))
assert slow_error < 0.02

# Actual speed: the full solution retains storage and start-up.
u, front, profiles = march(v, H, k_c, k_a, C, rise, T0)
mid = np.argmin(abs(u - 0.5))
mid_formula = quasi_steady(u[mid], v, H, k_c, k_a, latent)
assert np.all(front > 0)
assert abs(profiles[mid].mean()) < 1e-7
assert abs(np.argmax(profiles[mid]) - int(u[mid] * 400)) <= 1
assert abs(front[mid] / mid_formula - 1) < 0.20

# Grid refinement of the quoted front temperature.
u_fine, f_fine, _ = march(v, H, k_c, k_a, C, rise, T0, cells=800)
fine_mid = np.interp(0.5, u_fine, f_fine)
coarse_mid = np.interp(0.5, u, front)
assert abs(coarse_mid / fine_mid - 1) < 0.01

# Cooling uniform in space instead of proportional to local temperature.
_, f_uniform, _ = march(v, H, k_c, k_a, C, rise, 1e12)
sink_effect = f_uniform[mid] - front[mid]

# Local Langevin bath: numerical solution against travelling-wave formula.
gamma = 1e11
_, f_local, p_local = march(v, H, k_c, k_a, C, rise, T0,
                            local_rate=gamma)
local_formula = 2 * rise * v / (np.sqrt(v**2 + 4 * D_a * gamma)
                                + np.sqrt(v**2 + 4 * D_c * gamma))
local_mean_formula = rise * v / (H * gamma)
assert abs(f_local[mid] / local_formula - 1) < 0.02
assert abs(p_local[mid].mean() / local_mean_formula - 1) < 0.02

# Microscopic test in dimensionless units.
planes, toy_v, toy_rise = 32, 1 / 128, 2.0
toy_mean, toy_band = velocity_model(planes, 4000, toy_v, toy_rise, 20.0)
toy_cells = 320
toy_u, _, toy_profiles = march(toy_v, planes, 0.5, 0.5, 1.0, toy_rise,
                               1.0, 0.125, 0.875, cells=toy_cells)
toy_reference = np.mean([
    p[int(x * toy_cells) - 35:int(x * toy_cells) + 36].mean()
    for x, p in zip(toy_u, toy_profiles)])
assert abs(toy_mean) < 0.001
# Allows sampling noise and the finite width of the planes.
assert abs(toy_band - toy_reference) < 0.012
assert toy_band > 0.05

# Sizes of neglected effects, from rough assumed inputs.
width = 1e-9
boundary_G = 2e8
activation_eV = 0.5
sound = 2000.0
area = 16e-18
width_drop = heat_flux * width / (8 * k_a)
boundary_jump = heat_flux * 0.5 / boundary_G
speed_factor = np.exp(activation_eV * charge / k_B
                      * (1 / T0 - 1 / (T0 + front[mid])))
free_path = 3 * k_a / (C * sound)
slab_atoms = density * area * width
noise = T0 * np.sqrt(2 / (3 * slab_atoms))

print(f"set temperature: {T0:.0f} K")
print(f"front speed: {v:.1f} m/s")
print(f"full cell length: {2*H*1e9:.0f} nm; half: {H*1e9:.0f} nm")
print(f"atom density: {density*1e-27:.0f} per nm3")
print(f"latent heat: {latent_eV:.2f} eV/atom = {latent:.3e} J/m3")
print(f"conductivity glass, crystal: {k_a:.2f}, {k_c:.2f} W/(m K)")
print(f"heat capacity: {C:.3e} J/(m3 K)")
print(f"adiabatic rise: {rise:.1f} K")
print(f"heat released per front area: {heat_flux:.3e} W/m2")
print(f"diffusivity of glass: {D_a:.3e} m2/s")
print(f"Peclet number: {peclet:.3f}")
print(f"diffusion time H^2/(pi^2 D_a): {H**2/(np.pi**2*D_a)*1e9:.3f} ns")
print(f"front crossing time H/v: {H/v*1e9:.2f} ns")
print(f"global friction: {rise*v/(H*T0)*1e-12:.3e} per ps")
for target in (0.25, 0.50, 0.75):
    full = np.interp(target, u, front)
    quick = quasi_steady(target, v, H, k_c, k_a, latent)
    print(f"u={target:.2f}: front excess full {full:.2f} K, "
          f"formula {quick:.2f} K")
print(f"mid-run crystal end excess: {profiles[mid][0]:.2f} K")
print(f"mid-run glass end excess: {profiles[mid][-1]:.2f} K")
print(f"mid-run mean excess: {abs(profiles[mid].mean()):.1e} K")
print(f"largest formula error at v/50: {100*slow_error:.2f} percent")
for length_nm in (5, 10, 20, 40):
    uu, ff, _ = march(v, length_nm * 0.5e-9, k_c, k_a, C, rise, T0)
    print(f"cell {length_nm} nm, v=5 m/s, u=0.5: "
          f"front excess {np.interp(0.5, uu, ff):.2f} K")
uu, ff, _ = march(1.0, H, k_c, k_a, C, rise, T0)
print(f"cell 40 nm, v=1 m/s, u=0.5: "
      f"front excess {np.interp(0.5, uu, ff):.2f} K")
print(f"Langevin friction: {gamma*1e-12:.2f} per ps")
print(f"Langevin front excess: solved {f_local[mid]:.2f} K, "
      f"formula {local_formula:.2f} K")
print(f"Langevin mean excess: solved {p_local[mid].mean():.3f} K, "
      f"formula {local_mean_formula:.3f} K")
print(f"Langevin decay length in glass: {np.sqrt(D_a/gamma)*1e9:.2f} nm")
print(f"velocity model: planes {planes}, velocities per plane 4000")
print(f"velocity model: speed {toy_v:.6f} planes/sweep, "
      f"adiabatic rise {toy_rise:.1f} T0")
print(f"velocity model: mean excess {toy_mean:.2e} T0")
print(f"velocity model: 7-plane front excess {toy_band:.4f} T0")
print(f"heat equation: same front band {toy_reference:.4f} T0")
print(f"uniform minus proportional cooling at front: {sink_effect:.2f} K")
print(f"front width {width*1e9:.0f} nm lowers peak by: {width_drop:.2f} K")
print(f"assumed boundary conductance: {boundary_G*1e-6:.0f} MW/(m2 K)")
print(f"boundary temperature jump, half the heat: {boundary_jump:.2f} K")
print(f"assumed growth activation energy: {activation_eV:.2f} eV")
print(f"growth speed factor from mid-run excess: {speed_factor:.3f}")
print(f"assumed sound speed: {sound:.0f} m/s")
print(f"phonon mean free path in glass: {free_path*1e9:.2f} nm")
print(f"atoms in 1 nm slab of 16 nm2 area: {slab_atoms:.0f}")
print(f"single-snapshot noise in that slab: {noise:.1f} K")
print("every check passed")
```

Output:

```
set temperature: 700 K
front speed: 5.0 m/s
full cell length: 40 nm; half: 20 nm
atom density: 33 per nm3
latent heat: 0.08 eV/atom = 4.230e+08 J/m3
conductivity glass, crystal: 0.25, 0.50 W/(m K)
heat capacity: 1.367e+06 J/(m3 K)
adiabatic rise: 309.5 K
heat released per front area: 2.115e+09 W/m2
diffusivity of glass: 1.829e-07 m2/s
Peclet number: 0.547
diffusion time H^2/(pi^2 D_a): 0.222 ns
front crossing time H/v: 4.00 ns
global friction: 1.105e-04 per ps
u=0.25: front excess full 24.40 K, formula 24.23 K
u=0.50: front excess full 11.21 K, formula 10.57 K
u=0.75: front excess full 11.77 K, formula 12.78 K
mid-run crystal end excess: 2.91 K
mid-run glass end excess: -14.05 K
mid-run mean excess: 1.5e-10 K
largest formula error at v/50: 0.18 percent
cell 5 nm, v=5 m/s, u=0.5: front excess 1.33 K
cell 10 nm, v=5 m/s, u=0.5: front excess 2.68 K
cell 20 nm, v=5 m/s, u=0.5: front excess 5.45 K
cell 40 nm, v=5 m/s, u=0.5: front excess 11.21 K
cell 40 nm, v=1 m/s, u=0.5: front excess 2.14 K
Langevin friction: 0.10 per ps
Langevin front excess: solved 4.74 K, formula 4.74 K
Langevin mean excess: solved 0.774 K, formula 0.774 K
Langevin decay length in glass: 1.35 nm
velocity model: planes 32, velocities per plane 4000
velocity model: speed 0.007812 planes/sweep, adiabatic rise 2.0 T0
velocity model: mean excess 4.45e-05 T0
velocity model: 7-plane front excess 0.0846 T0
heat equation: same front band 0.0867 T0
uniform minus proportional cooling at front: 0.09 K
front width 1 nm lowers peak by: 1.06 K
assumed boundary conductance: 200 MW/(m2 K)
boundary temperature jump, half the heat: 5.29 K
assumed growth activation energy: 0.50 eV
growth speed factor from mid-run excess: 1.140
assumed sound speed: 2000 m/s
phonon mean free path in glass: 0.27 nm
atoms in 1 nm slab of 16 nm2 area: 528
single-snapshot noise in that slab: 24.9 K
every check passed
```
